# Thermal resistance of a plated via, empty and filled with solder

## Question

I am stuck on an exercise about thermal vias. A via runs through a 1.6 mm circuit board. The outer diameter of its copper is 0.30 mm, the plating is 25 micrometres thick, and copper conducts 400 W/mK. I am to show that filling the hole with solder of 50 W/mK lowers the via's thermal resistance from about 185 to about 144 K/W.

I can guess that the copper and the solder are to be treated as two resistors in parallel, but I don't see what allows it. The two metals touch along the whole length of the hole, so why can't heat pass from one to the other on the way down? Two insulated rods would be a different matter. I also find the size of the effect odd. Solder conducts eight times worse than copper, so I expected it to hardly matter. And would a real via, with an imperfect fill, show anything like this improvement?

## Answer

The parallel formula is right if each end of the via is at one uniform temperature, over copper and solder alike. Heat is then free to cross between the metals, but nothing drives it across. I will show that first, then put in the numbers, and then relax the assumptions one at a time.

### Geometry and conventions

Let $L=1.6$ mm be the length, $D=0.30$ mm the outer diameter of the copper and $t=0.025$ mm the plating thickness. The plating lies inside the diameter $D$, on both sides of the hole, so the bore is

$$d=D-2t=0.30-0.05=0.25\ \text{mm}.$$

If 0.30 mm were the diameter of the finished, open hole, there would be more copper and the answers would differ.

The copper cross-section is a ring. Factoring the difference of squares, with $D-d=2t$ and $D+d=2D-2t$, gives

$$A_c=\frac{\pi}{4}(D^2-d^2)=\frac{\pi}{4}(2t)(2D-2t)=\pi t(D-t).$$

The solder fills a disc, $A_s=\pi d^2/4$. Numerically,

$$A_c=\pi(0.025)(0.275)=0.02160\ \text{mm}^2,$$

$$A_s=\frac{\pi}{4}(0.25)^2=0.04909\ \text{mm}^2.$$

The resistance is defined as $R=(T_h-T_l)/P$, where $T_h$ and $T_l$ are the temperatures of the hot and cold ends and $P$ is the heat flowing through the via per unit time. It belongs to the via alone, without board material, surface foil or solder joints.

### Why no heat crosses the wall

Take a steady state, with constant conductivity in each metal and an insulated outer surface. Let $z$ run from the hot end to the cold end. In each metal the temperature obeys $\nabla\cdot(k\nabla T)=0$. Try the same straight line in both:

$$T(z)=T_h-(T_h-T_l)\frac{z}{L}.$$

Its second derivative vanishes, so it satisfies the heat equation whatever the value of $k$. It has the right values at both ends. It does not depend on the radius $r$, so the temperature matches at the copper-solder wall, and the radial heat flux is zero on both sides of that wall. It is also zero at the insulated outer surface. Every condition is met.

Could there be another solution, with heat crossing the wall? Let $u$ be the difference of two solutions. It obeys the same equation and vanishes at both ends. Allow even for a poor bond, across which the temperature jumps by $u_s-u_c=\rho q$. Here $q$ is the flux from solder to copper belonging to $u$, and $\rho\ge 0$ is the bond resistance times area. Multiply the heat equation by $u$ and integrate by parts in each metal. The ends contribute nothing because $u=0$ there, and the outer surface contributes nothing because no flux crosses it. At the wall the outward normals of the two metals are opposite, so the two surface terms add up to $-(u_s-u_c)q=-\rho q^2$ per unit area. What remains is

$$\int k|\nabla u|^2\,dV+\int_{\text{wall}}\rho q^2\,dA=0.$$

Neither term can be negative, so both are zero. Then $\nabla u=0$ throughout. Each metal touches an end where $u=0$, so $u=0$ everywhere, and the straight line is the only solution.

This answers your first worry. At each height the copper and the solder have the same temperature, so it makes no difference whether they touch, are badly bonded, or are separated by an insulating film. Two insulated rods between the same end temperatures would carry the same heat.

### The two resistances

The axial flux in each metal is $-k\,dT/dz=k(T_h-T_l)/L$. Multiplying by the areas and adding,

$$P=\frac{k_cA_c+k_sA_s}{L}(T_h-T_l),$$

and therefore

$$R_\text{filled}=\frac{L}{k_cA_c+k_sA_s},\qquad R_\text{empty}=\frac{L}{k_cA_c}.$$

The second expression treats the empty bore as non-conducting. The straight line still solves that problem, because it sends no heat through the bore surface.

With areas in mm² and lengths in mm, the combination $kA/L$ comes out in mW/K. The two conductances are

$$G_c=\frac{400\times0.02160}{1.6}=5.400\ \text{mW/K},$$

$$G_s=\frac{50\times0.04909}{1.6}=1.534\ \text{mW/K}.$$

Hence

$$R_\text{empty}=\frac{1}{5.400\times10^{-3}}=185.2\ \text{K/W},$$

$$R_\text{filled}=\frac{1}{(5.400+1.534)\times10^{-3}}=144.2\ \text{K/W}.$$

These are the values you were asked to show. The reduction is 41.0 K/W, or 22.1 % of the empty value.

### Why a poor conductor helps this much

Divide the two results:

$$\frac{R_\text{filled}}{R_\text{empty}}=\frac{1}{1+g},\qquad g=\frac{k_sA_s}{k_cA_c}.$$

The conductivity ratio is $1/8$, as you noticed, but the solder has 2.273 times the area of the copper. So $g=0.125\times2.273=0.2841$. The solder adds 28 % to the conductance, which lowers the resistance by $g/(1+g)=22.1$ %. The same fraction is the solder's share of the heat; copper carries the other 77.9 %.

The length cancels from $g$, so with these end conditions a thicker board has the same relative gain. The plating does matter:

$$g=\frac{k_s}{k_c}\,\frac{(D-2t)^2}{4t(D-t)}.$$

For $t\ll D$ this tends to $(k_s/k_c)\,D/(4t)$, which grows as the plating gets thinner, because there is less copper to compete with. As $t$ approaches $D/2$ the bore closes and the gain vanishes.

One can also ask how much extra plating would do the work of the solder. Keep $D$ fixed and let an empty via with bore $d'$ have the conductance of the filled one. After cancelling $\pi/(4L)$,

$$k_c(D^2-d'^2)=k_c(D^2-d^2)+k_sd^2.$$

The terms in $D^2$ cancel, leaving

$$d'=d\sqrt{1-\frac{k_s}{k_c}}=0.25\sqrt{0.875}=0.234\ \text{mm}.$$

The plating would be $(D-d')/2=33.1$ micrometres. In this model, filling the hole with solder is worth about 8 micrometres of additional copper.

For a sense of scale, let 16 such vias share 2.0 W equally, which is 0.125 W each. The temperature drop along them is $2.0\times185.2/16=23.1$ K when they are empty and $2.0\times144.2/16=18.0$ K when they are filled. At this fixed total heat, filling saves about 5 K.

### If the solder ends are not held at the end temperature

The assumption that deserves most suspicion is the uniform end temperature. Suppose that only the copper ring is held at $T_h$ and $T_l$, while the end faces of the solder are insulated. Heat can now reach the solder only through the wall, so radial flow is unavoidable.

The result can be bracketed without solving the new problem. For a perfect bond, multiply the heat equation by $T$ and integrate by parts, measuring temperature from the cold end. This gives $G(T_h-T_l)^2=\int k|\nabla T|^2dV$, where $G=1/R$. Now replace $T$ by $T+u$, with $u$ continuous and zero on the held faces. The cross term $2\int k\nabla T\cdot\nabla u\,dV$ vanishes by the same integration by parts, and the integral rises by $\int k|\nabla u|^2dV$. The true temperature field therefore gives the smallest value of the integral among all fields with the prescribed end temperatures.

Two consequences follow. Holding more of the surface at a fixed temperature leaves fewer fields to choose from, so the minimum, and with it $G$, cannot fall. Raising $k$ anywhere cannot lower $G$ either. The uncapped via must lie between the fully held filled via and the empty one, that is, between 144.2 and 185.2 K/W.

To find where it lies, I solved the heat equation in $r$ and $z$ numerically by the finite-volume method, which balances the heat entering and leaving small rings of material. With a perfect bond the result approaches 146.0 K/W as the grid is refined. Of the 41.0 K/W gained with held ends, about 39.2 K/W survives.

The reason is the slender shape. In a uniform material, a temperature variation across the bore radius of 0.125 mm dies out along the axis within a distance of that same order. The solder is thus poorly used near its two ends and almost fully used over the rest of the 1.6 mm. In a via as short as it is wide, the loss would take up a much larger part of the gain. The bond also matters now: if it blocked all heat, the solder would be cut off and the resistance would return to 185.2 K/W.

### If the hole is only partly filled

Let solder fill 75 % of the length from one end, with that end and the copper at the other end held at uniform temperatures. A simple estimate puts a filled piece and an empty piece in series:

$$R\approx0.75\times144.2+0.25\times185.2=154.5\ \text{K/W}.$$

This assumes a uniform temperature across the via at the solder surface. That is an extra restriction on the temperature field, so by the minimum argument the estimate is too low, if anything. The finite-volume solution gives 155.4 K/W.

The difference of 0.9 K/W is about half of the 1.8 K/W that two uncapped ends cost above. This fits the picture that each solder face without a held temperature costs roughly the same, since heat has to pass between solder and copper near it. With a single empty end, the main loss is simply the missing solder: the gain over an empty via has dropped from 41.0 to 29.8 K/W. Voids inside the fill cost more, because a void that spans the bore adds two such faces. If the same 25 % is missing as four evenly spaced voids of this kind, the resistance is about 162 K/W and the gain about 23 K/W; with eight voids the gain falls to about 17 K/W.

### The surface foil

Heat seldom arrives right at the via. Suppose it lands evenly on the copper foil around each via of an array with 1.0 mm pitch. Replace the square cell by a disc of equal area, with radius $b=0.564$ mm, and let $a=D/2=0.15$ mm be the via radius. By symmetry no heat crosses $r=b$. The heat flowing inward through radius $r$ is what landed outside it:

$$P(r)=P\,\frac{b^2-r^2}{b^2-a^2}.$$

In a foil of thickness $h$, Fourier's law reads $P(r)=2\pi r h k_c\,dT/dr$, with $T$ rising outward. Integrating from $a$ to $b$ with

$$\int_a^b\frac{b^2-r^2}{r}\,dr=b^2\ln\frac ba-\frac{b^2-a^2}{2}$$

gives the peak foil resistance

$$R_\text{foil}=\frac{T(b)-T(a)}{P}=\frac{1}{2\pi k_ch}\left[\frac{b^2}{b^2-a^2}\ln\frac ba-\frac12\right].$$

For a rough typical foil of 35 micrometres this is 10.5 K/W for one face. That is the peak value for the disc; averaged over the foil it is about 8.5 K/W, and the corner of the actual square cell reaches about 12 K/W. To a first approximation it adds to the via's resistance whether or not the hole is filled, so it leaves the saving in K/W alone but lowers the percentage saved on the whole path.

### How this compares with a real board

The dimensions are in the range of an ordinary thermal via in a glass-epoxy board, and 50 W/mK is a reasonable round value for a tin-lead or tin-rich solder, though not for tin-bismuth alloys, which conduct roughly 20 W/mK. The 400 W/mK is close to that of pure bulk copper; plated copper can be somewhat worse. Here are the sizes of some further departures from the model, large and small:

- **Plating thickness.** With 20 instead of 25 micrometres, at the same outer diameter, the resistance is 227.4 K/W empty and 165.1 K/W filled. For the empty via, losing 5 micrometres of copper costs about as much as filling the original via gains.
- **Board material.** With a rough 0.3 W/mK, the laminate in one cell of the array has a resistance of 5739 K/W. If its faces share the via's end temperatures, it has the same linear profile and simply acts in parallel, which lowers 144.2 to 140.7 K/W and 185.2 to 179.4 K/W, so the gain from filling becomes 38.7 K/W.
- **Temperature.** Let copper's conductivity fall by a rough 0.07 W/mK per kelvin from 400 W/mK at 25 °C. At 100 °C, with the solder value unchanged, the resistances are 187.7 and 145.7 K/W.
- **The empty bore.** Still air at a rough 0.026 W/mK, plus radiation at about 100 °C, adds at most about 0.025 % to the copper's conductance. This bound takes the end faces as black and lets all the radiation leaving one reach the other, although in so narrow a bore most of it would strike the wall first. Neglecting it is safe.

So the exercise's improvement of about 40 K/W is realistic for a well-filled, well-bonded via of these dimensions and conductivities, even if the solder ends are uncapped. It follows the materials: the parallel formula gives a gain of 47 K/W with solder of 60 W/mK, 19 K/W with solder of 20 W/mK, and 52 K/W with plated copper of 350 W/mK. With uncapped ends a poor bond eats into it: a bond resistance of 10 mm²K/W would leave about 33 K/W. The absolute values are less certain than the fourth digit suggests: for the via alone, a few micrometres of plating, the conductivity of the plated copper, a poorly conducting solder alloy and an incomplete fill move them most among the effects sized here. On the whole path, two foils of 35 micrometres with evenly landing heat add roughly 20 K/W between the mean foil temperatures if they lie on top of the 1.6 mm, and about 12 to 15 K/W if they are counted within it; a thicker foil, or a face held at a uniform temperature by a soldered pad, adds less. For a particular board I would measure the plating and the fill before refining anything else.

Numerical values quoted here were computed with a short program.
